# Voigt widths and the lifetime bias of pseudo-Voigt fits

## Question

I am trying to get a core-hole lifetime from a photoemission line. My model is a Lorentzian broadened by a Gaussian instrument function, so the line should be a Voigt profile. My fitting program offers a pseudo-Voigt instead: a weighted sum of a Lorentzian and a Gaussian with one common width.

To see whether this matters, I made noise-free data with a Gaussian FWHM of 0.40 eV and a Lorentzian FWHM of 0.20 eV. The pseudo-Voigt curve lies almost on top of the data. However, when I multiply the fitted Lorentzian fraction by the fitted width, I do not get 0.20 eV back.

I am stuck on three things. How do I evaluate the true Voigt profile with the Faddeeva function? Can I trust the Olivero–Longbothum formula for its width? And how wrong is a lifetime width taken from a pseudo-Voigt fit?

## Answer

### The profile

Let $x$ be the energy measured from the line centre. If the core-hole population decays as $e^{-t/\tau}$, its amplitude decays as $e^{-t/2\tau}$, and the spectrum is proportional to

$$\left|\int_0^\infty e^{ixt/\hbar-t/2\tau}dt\right|^2=\frac{1}{x^2/\hbar^2+1/(4\tau^2)} .$$

With unit area this is the Lorentzian

$$L(x)=\frac1\pi\frac{\gamma}{x^2+\gamma^2},\qquad \gamma=\frac{\hbar}{2\tau},\qquad f_L=2\gamma=\frac{\hbar}{\tau},$$

where $f_L$ is its FWHM. The instrument function is a unit-area Gaussian $G$ with standard deviation $\sigma$ and FWHM $f_G=2\sigma\sqrt{2\ln2}$. The measured line is the convolution $V(x)=\int G(t)L(x-t)\,dt$.

A convolution becomes a product under the Fourier transform $\hat F(k)=\int F(x)e^{-ikx}dx$, so we need two transforms.

- For the Gaussian, $xG=-\sigma^2G'$ gives $\hat G'(k)=-\sigma^2k\,\hat G(k)$. Since $\hat G(0)=1$, $\hat G=e^{-\sigma^2k^2/2}$.
- For the Lorentzian, $\hat L=e^{-\gamma|k|}$. The inverse transform confirms it: $\frac1\pi\mathrm{Re}\int_0^\infty e^{ikx-\gamma k}dk=\frac1\pi\mathrm{Re}\frac{1}{\gamma-ix}=L(x)$.

Transforming the product back gives

$$V(x)=\frac1\pi\int_0^\infty\cos(kx)\,e^{-\sigma^2k^2/2-\gamma k}dk
=\frac1\pi\mathrm{Re}\int_0^\infty e^{-\sigma^2k^2/2+ik(x+i\gamma)}dk .$$

Now put $k=u/(\sigma\sqrt2)$ and define

$$z=\frac{x+i\gamma}{\sigma\sqrt2},\qquad w(z)=\frac1{\sqrt\pi}\int_0^\infty e^{-u^2/4+izu}du .$$

The substitution contributes $1/(\sigma\sqrt2)$ and the integral equals $\sqrt\pi\,w$, so

$$\boxed{V(x)=\frac{\mathrm{Re}\,w(z)}{\sigma\sqrt{2\pi}}}$$

This $w$ is the Faddeeva function. To reach its other common form, write $-u^2/4+izu=-(u/2-iz)^2-z^2$ and set $s=u/2-iz$, $du=2\,ds$. The far end of the path can be moved to the real axis because $e^{-s^2}$ vanishes there. Hence $w(z)=e^{-z^2}\,\mathrm{erfc}(-iz)$. In Python, `scipy.special.wofz(z)` returns $w(z)$.

For your line, $\sigma=0.40/2.3548=0.16986$ eV and $\gamma=0.10$ eV. At the centre,

$$z_0=\frac{0.10\,i}{0.16986\sqrt2}=0.4163\,i,\qquad \mathrm{Re}\,w(z_0)=0.6613,$$

$$V(0)=\frac{0.6613}{0.16986\sqrt{2\pi}}=1.553\ \mathrm{eV}^{-1}.$$

### The width

The half-width $h$ solves $V(h)=V(0)/2$. There is one positive solution, because $V$ falls steadily for $x>0$:

$$V'(x)=\int_0^\infty G'(t)\,[L(x-t)-L(x+t)]\,dt<0 .$$

Here $G'(t)<0$, and the bracket is positive because $x-t$ lies closer to zero than $x+t$ does.

In your case we need $\mathrm{Re}\,w=0.3306$. A root search gives $\mathrm{Re}\,z=1.07714$. Since $h=\sigma\sqrt2\,\mathrm{Re}\,z$ with $\sigma\sqrt2=0.24022$ eV, the width is $f=2h=2\times1.07714\times0.24022=0.5175$ eV.

The Olivero–Longbothum approximation is

$$f_{OL}=a f_L+\sqrt{b f_L^2+f_G^2},\qquad a=0.5346,\quad b=0.2166 .$$

For your widths,

$$f_{OL}=0.10692+\sqrt{0.00866+0.16}=0.5176\ \mathrm{eV},$$

which is 0.019% above the exact width. In a scan from nearly pure Gaussian to nearly pure Lorentzian, the relative error ranged from $+0.024\%$ near $f_L/f_G=0.29$ to $-0.020\%$ near $f_L/f_G=3.3$. The formula therefore gives the total width to better than 0.03% over this scan, although it is not an identity. When it is inverted for $f_L$, this error is magnified, as shown below.

The behaviour for small $f_L$ shows analytically that the formula is not exact, and the same calculation will be useful for the fit. Differentiate the Fourier integral at $\gamma=0$:

$$\left.\frac{\partial V}{\partial\gamma}\right|_0=-\frac1\pi\int_0^\infty k\cos(kx)\,e^{-\sigma^2k^2/2}dk .$$

Let $S(x)=\int_0^\infty\sin(kx)e^{-\sigma^2k^2/2}dk$. The integral above is $S'(x)$, and integration by parts gives $S'=(1-xS)/\sigma^2$, with $S(0)=0$. Dawson's function $D(y)=e^{-y^2}\int_0^ye^{t^2}dt$ obeys $D'=1-2yD$, with $D(0)=0$. With $y=x/(\sigma\sqrt2)$, the choice $S=(\sqrt2/\sigma)D(y)$ satisfies the equation for $S$, since then $xS=2yD$. Therefore

$$\left.\frac{\partial V}{\partial\gamma}\right|_0=-\frac{1-2yD(y)}{\pi\sigma^2}.$$

Next, differentiate the condition $V(h,\gamma)=\tfrac12V(0,\gamma)$ with respect to $\gamma$, remembering that $h$ also changes:

$$\frac{dh}{d\gamma}=\frac{\tfrac12\partial_\gamma V(0)-\partial_\gamma V(h)}{\partial_xV(h)} .$$

At $\gamma=0$ the profile is $G$, so $h=\sigma\sqrt{2\ln2}$ and $y=\sqrt{\ln2}$. The numerator is $(\tfrac12-2yD)/(\pi\sigma^2)$. The denominator is $G'(h)=-hG(h)/\sigma^2=-h/(2\sigma^3\sqrt{2\pi})$. Using $h=\sigma\sqrt2\,y$, and noting that $f=2h$ and $f_L=2\gamma$ share the same factor of two,

$$\left.\frac{df}{df_L}\right|_0=\frac{4yD(y)-1}{\sqrt\pi\,y}=0.53255,\qquad y=\sqrt{\ln2}.$$

The approximate formula has slope 0.5346 there, so it slightly overestimates the width of a nearly Gaussian line.

### What a pseudo-Voigt fit measures

Write the fit function as

$$P(x)=A\,[\eta L(x;f)+(1-\eta)G(x;f)],$$

where both components have unit area and FWHM $f$. Each falls to half its own maximum at $|x|=f/2$, so their sum does too, and the FWHM of $P$ is $f$. There are two natural ways to extract a lifetime width:

1. **Fraction reading:** take $f_L=\eta f$.
2. **Width reading:** use a known $f_G$ and solve $f_{OL}(f_L)=f$.

The first can be motivated by the wings. Far from the centre, the Gaussian part is negligible and

$$V\to\frac{f_L}{2\pi x^2},\qquad P\to\frac{A\eta f}{2\pi x^2}.$$

If the fit matched the wings, $A\eta f$ would equal $f_L$. Ordinary least squares minimises the whole misfit, however, and most of the signal is in the core. The parameter $\eta$ is then set by the core together with the near flanks of the line, not by the far wings. For your line, a window of only $\pm0.7$ eV already gives nearly the same $\eta$ as a wide one. The innermost core alone does not: with $\pm0.36$ eV, $\eta$ drops to 0.34 and $\eta f$ lies 11.5% below the true $f_L$. For still narrower windows such as $\pm0.3$ eV, $\eta$ is poorly determined, and a fit that does not restrict it to $0\le\eta\le1$ can run to unphysical values above 1.

There is no single bias for all pseudo-Voigt fits, so the conditions must be stated. I used noise-free data over $\pm3$ eV in steps of 0.02 eV, equal weights, a known centre and no background. The parameters $A$, $f$ and $\eta$ were free. For your line the fit gives

$$A=1.008,\qquad f=0.51568\ \mathrm{eV},\qquad \eta=0.4637 .$$

The largest misfit is 0.56% of the peak height, which is why the curves look the same. Yet the fraction reading is

$$\eta f=0.4637\times0.51568=0.239\ \mathrm{eV},$$

which is 19.6% above the true 0.20 eV. The inferred lifetime $\hbar/f_L$ drops from 3.29 fs to 2.75 fs.

Check how your program defines $\eta$. Here it is an area fraction. Many programs instead mix components of unit peak height. Since $L(0;f)/G(0;f)=1/\sqrt{\pi\ln2}=0.678$, the same fitted curve then has $\eta_h=0.678\,\eta/(0.678\,\eta+1-\eta)=0.3695$, and $\eta_hf=0.191$ eV is 4.7% too low instead of 19.6% too high. All fraction-reading biases below refer to the area definition.

To test the explanation, I fitted the same line over $\pm10$ eV, with and without extra weight on the wings. With equal weights, $A\eta f/f_L=1.204$. With residuals multiplied by $x^2$, the ratio falls to 1.021. Forcing the fit to respect the wings removes most of the excess in the tail coefficient $A\eta f$, but at the expense of the core: $A$ drops to 0.938 and $f$ grows to 0.558 eV, 8% above the exact width. The fraction reading $\eta f$ itself is still about 9% too high, so wing weighting is a test of the explanation and not a cure.

### Inverting the width formula

For the width reading, isolate the square root in $f=af_L+\sqrt{bf_L^2+f_G^2}$ and square:

$$(a^2-b)f_L^2-2af\,f_L+f^2-f_G^2=0 .$$

The quadratic formula gives

$$f_L=\frac{af-\sqrt{bf^2+(a^2-b)f_G^2}}{a^2-b}.$$

The minus sign is required because $f_L$ must vanish when $f=f_G$. With $a^2-b=0.069197$, your fitted width gives

$$f_L=\frac{0.275683-0.262052}{0.069197}=0.197\ \mathrm{eV}.$$

This is 1.5% too low and corresponds to a lifetime of 3.34 fs. The fitted $f$ itself is only 0.35% below the exact width, so the inversion has magnified the error. To first order,

$$\delta f_L\approx\frac{\delta f}{f_{OL}'},\qquad f_{OL}'=\frac{\partial f_{OL}}{\partial f_L}=a+\frac{bf_L}{\sqrt{bf_L^2+f_G^2}}=0.640 .$$

Here $\delta f$ is the fitted width minus $f_{OL}$ at the true $f_L$, so it contains both the 0.35% deficit of the fit and the 0.019% excess of the formula: $\delta f=0.51568-0.51761=-0.00193$ eV and $\delta f_L\approx-0.0030$ eV, the 1.5% found above. Relative errors are thus multiplied by $K=(f/f_L)/f_{OL}'$, which is $(0.5175/0.20)/0.640=4.0$ here. For $f_L=0.05$ eV, $K$ is about 15.

The method also relies on $f_G$. Holding $f$ fixed and varying $f_G$ gives

$$\delta f_L\approx-\frac{f_G/\sqrt{bf_L^2+f_G^2}}{f_{OL}'}\,\delta f_G=-\frac{0.974}{0.640}\,\delta f_G=-1.52\,\delta f_G .$$

If your $f_G$ is 1% too large, or 0.004 eV, the inferred $f_L$ falls by about 0.006 eV, or 3%. That exceeds the 1.5% bias of the width reading in this example, though it is still far below the 19.6% bias of the fraction reading.

### How the bias changes with lifetime width

Keeping $f_G=0.40$ eV and the same fitting conditions gives:

| True $f_L$ (eV) | $\eta f$ (eV) | Bias | Width reading (eV) | Bias |
|---|---|---|---|---|
| 0.05 | 0.0655 | +31.0% | 0.0487 | −2.5% |
| 0.10 | 0.1264 | +26.4% | 0.0979 | −2.1% |
| 0.20 | 0.2391 | +19.6% | 0.1970 | −1.5% |
| 0.40 | 0.4460 | +11.5% | 0.3971 | −0.7% |

In the pure Lorentzian limit both biases must disappear, apart from the tiny error of the width formula, because $A=\eta=1$ and $f=f_L$ then fit the data exactly.

You might expect the relative bias to disappear at the Gaussian end too, since a pure Gaussian is also fitted exactly. It does not. For small $f_L$,

$$V\approx G(x;f_G)+f_L\,v(x),\qquad v=\frac{\partial V}{\partial f_L}=\frac12\frac{\partial V}{\partial\gamma}=-\frac{1-2yD(y)}{2\pi\sigma^2}.$$

The fitted parameters also move in proportion to $f_L$. Write $A=1+c_Af_L$, $f=f_G+c_ff_L$ and $\eta=c_\eta f_L$. To first order,

$$P\approx G+f_L\left[c_AG+c_f\frac{\partial G}{\partial f}+c_\eta(L-G)\right],$$

with all functions evaluated at $f=f_G$, where

$$\frac{\partial G}{\partial f}=G\left(-\frac1f+\frac{8\ln2\,x^2}{f^3}\right).$$

The fit therefore minimises

$$\sum_i\left[c_AG+c_f\frac{\partial G}{\partial f}+c_\eta(L-G)-v\right]^2_{x=x_i}.$$

This is a linear least-squares problem that no longer contains $f_L$. Its coefficients are fixed numbers, so the ratio of inferred to true width tends to a constant. On this grid,

$$\frac{\eta f}{f_L}\to c_\eta f_G=1.367 .$$

The fraction reading remains 37% too high even as the lifetime width goes to zero. For the width reading, $f_{OL}\approx f_G+af_L$, so its ratio tends to $c_f/a=0.970$, or 3.0% too low. Full nonlinear fits at $f_L=0.0004$ eV agree with both limits.

### Window, background and what to do

These percentages should not be used as universal correction factors. For your line, changing only the window and adding a free constant to the fit gives:

| Window | Constant | Bias of $\eta f$ | Bias of width reading |
|---|---|---|---|
| ±1 eV | none | +21.5% | −2.0% |
| ±1 eV | free | +15.5% | −2.3% |
| ±3 eV | none | +19.6% | −1.5% |
| ±3 eV | free | +22.5% | −1.7% |

The data contain no background in any of these cases. A free constant lowers the $\eta f$ bias in the narrow window but raises it in the wide one, so even the direction of the change depends on the setup.

The remedy is to fit $V(x)$ itself, using the Faddeeva expression. As a control, I fitted a Voigt profile to the same data with both widths, the area and a constant background free. It returned $f_G=0.400$ eV and $f_L=0.200$ eV, so the bias comes from the pseudo-Voigt shape and not from the data or the grid. If you only have a pseudo-Voigt fit and know $f_G$ well, the width reading is much the better of the two in the equal-weight fits above with windows of $\pm0.7$ eV or wider and an area-defined $\eta$; with a height-defined $\eta$ the margin for your line is smaller ($-1.5\%$ against $-4.7\%$). It is not in the wing-weighted fit, whose inflated $f=0.558$ eV inverts to about 0.26 eV.

This control concerns bias, not statistical uncertainty: with noisy data, the fitted widths will scatter. The model also assumes a symmetric line whose non-lifetime broadening is Gaussian. An asymmetric metallic line, unresolved satellites or a sloping inelastic background needs a fuller model, and a Voigt fit that ignores them can be biased as well. The numerical check accompanying this answer lets you change the widths and fitting range to match your own spectrum.

## Calculated quantities

```
Gaussian FWHM 0.40 eV, sigma 0.16986 eV
Main Lorentzian FWHM 0.20 eV, gamma 0.10 eV
Fit grid: +-3.0 eV, step 0.02 eV, 301 points
Faddeeva vs convolution, max relative deviation 1.2e-13
Centre: z = 0.41628 i, Re w = 0.66127
Half height: z = 1.07714 + 0.41628 i, Re w = 0.33063
Peak height V(0) = 1.55305 1/eV
Width formula, relative error extremes over all fl/fg:
  +0.0237 % at fl/fg = 0.290
  -0.0198 % at fl/fg = 3.255
Initial slope df/dfl: exact 0.53255, formula 0.5346
Widths in eV: fl, exact f, formula f, formula error in %
  0.05  0.42733  0.42741  +0.0175
  0.10  0.45605  0.45616  +0.0234
  0.20  0.51751  0.51761  +0.0187
  0.40  0.65504  0.65504  +0.0000
Fits: fl (eV), area A, fitted f (eV), eta, f error (%), gain K
  0.05  1.00377  0.42670  0.15353  -0.149  15.22
  0.10  1.00606  0.45490  0.27793  -0.252  7.75
  0.20  1.00798  0.51568  0.46372  -0.353  4.04
  0.40  1.00753  0.65292  0.68306  -0.324  2.24
Inferred fl: true (eV), eta*f (eV), bias (%), width reading (eV), bias (%)
  0.05  0.06551  +31.02  0.04873  -2.53
  0.10  0.12643  +26.43  0.09786  -2.14
  0.20  0.23913  +19.57  0.19699  -1.51
  0.40  0.44598  +11.50  0.39710  -0.73
Main case, largest misfit 0.563 % of peak height
  lifetime from true fl: 3.291 fs
  lifetime from eta*f fl: 2.752 fs
  lifetime from width fl: 3.341 fs
Voigt control fit: fg 0.40000 eV, fl 0.20000 eV
Main case, window (eV), constant free?, eta*f bias (%), width bias (%)
  +-1  no  +21.49  -1.97
  +-1  yes  +15.46  -2.32
  +-3  no  +19.57  -1.51
  +-3  yes  +22.47  -1.65
Tail ratio A*eta*f/fl, window +-10 eV: unweighted 1.2039, residuals times x^2 1.0209
Inferred/true fl as fl -> 0 (projection), and full fit at fl = 0.0004 eV:
  eta*f reading 1.3667, 1.3662
  width reading 0.9702, 0.9702
```
